\section*{Surface and Bulk Spin-Flop Thresholds in an Antiferromagnetically Coupled Multilayer}

\section{Two layers}

Take two identical ferromagnetic layers, coupled so that their moments prefer to be antiparallel. Each has thickness $t$, magnetization $M$ and one uniform moment direction. The moments lie in the film plane at angles $\theta_1,\theta_2$ from an easy axis, and a field $B=\mu_0H>0$ points along that axis. With coupling energy $+J\cos(\theta_1-\theta_2)$ per area, $J>0$, and anisotropy energy density $-K\cos^2\theta$, define
\begin{equation}
B_E=\frac{2J}{Mt},\qquad B_A=\frac{2K}{M},\qquad x=\frac{B_E}{2}.
\end{equation}
The energy per area divided by $Mt$ is then
\begin{equation}
e=x\cos(\theta_1-\theta_2)-\frac{B_A}{2}\sum_{n=1}^2\cos^2\theta_n-B\sum_{n=1}^2\cos\theta_n .
\label{pairenergy}
\end{equation}
A layer with one neighbour feels the exchange field $x$. An inner layer of a multilayer has two neighbours and feels $B_E$.

Let the first moment oppose the field: $\theta_1=\pi+\phi_1$, $\theta_2=\phi_2$. To second order, the coupling term changes by $+\frac{x}{2}(\phi_1-\phi_2)^2$, because $\cos(\theta_1-\theta_2)=-\cos(\phi_1-\phi_2)$. The anisotropy adds $\frac{B_A}{2}\phi_n^2$. The field adds $-\frac B2\phi_1^2$ for the opposed moment and $+\frac B2\phi_2^2$ for the other. Twice the energy change is therefore the quadratic form of
\begin{equation}
P=\begin{pmatrix}x+B_A-B&-x\\-x&x+B_A+B\end{pmatrix}.
\label{pair}
\end{equation}
Its trace is positive, so it is positive definite as long as its determinant is positive:
\begin{equation}
\det P=(x+B_A)^2-B^2-x^2=B_A(B_E+B_A)-B^2 .
\end{equation}
The antiparallel state loses stability at
\begin{equation}
B_S=\sqrt{B_A(B_E+B_A)} .
\label{BS}
\end{equation}
The exchange alone does not resist a common rotation, $\phi_1=\phi_2$. The anisotropy does, and the field wins by tilting the two moments unequally.

This is also the threshold of a semi-infinite stack whose outer moment opposes the field. Two derivations follow.

\section{First derivation: energy of small rotations}

Number the layers $n=1,2,\dots$ from the surface. The collinear state has moment signs $\sigma_n=(-1)^n$ along the field, so $\sigma_1=-1$. Let $\phi_n$ be the small in-plane rotation of layer $n$. The expansion above, applied to every bond and layer, gives
\begin{equation}
2e_2=\sum_{n\ge1}\left[x(\phi_n-\phi_{n+1})^2+(B_A+\sigma_nB)\phi_n^2\right].
\label{form}
\end{equation}

\subsection{Stability below the surface threshold}

Group the layers as $(1,2),(3,4),\dots$. Every layer belongs to one pair, and each pair begins with an opposed moment. Each pair contributes the form of $P$; what remains are the bonds between pairs:
\begin{equation}
2e_2=\sum_{j\ge1}\left[
\begin{pmatrix}\phi_{2j-1}&\phi_{2j}\end{pmatrix}
P\begin{pmatrix}\phi_{2j-1}\\\phi_{2j}\end{pmatrix}
+x(\phi_{2j}-\phi_{2j+1})^2\right].
\label{grouped}
\end{equation}
For $B<B_S$, let $\kappa>0$ be the smaller eigenvalue of $P$. The remaining bonds are nonnegative, so $2e_2\ge\kappa\sum_n\phi_n^2$. No small in-plane rotation, of whatever profile, lowers the energy.

\subsection{The rotation that becomes soft}

At $B=B_S$ the form vanishes if each pair lies along the null vector of $P$ and each bond between pairs is unstrained. The first row of $P$ fixes the ratio within a pair, and $\det P=0$ gives it a second form:
\begin{equation}
\frac{\phi_{2j}}{\phi_{2j-1}}=\lambda=\frac{x+B_A-B_S}{x}
=\frac{x}{x+B_A+B_S}<1 .
\label{lambda}
\end{equation}
The unstrained bonds require $\phi_{2j+1}=\phi_{2j}$. Starting with $\phi_1$, the profile is
\begin{equation}
\phi_n=\phi_1\,(1,\lambda,\lambda,\lambda^2,\lambda^2,\lambda^3,\dots).
\label{profile}
\end{equation}
It decays into the stack and is therefore a surface mode. Its amplitude falls by a factor of $e$ over $2/|\ln\lambda|$ layers. For $B_A\ll B_E$, $B_S\simeq\sqrt{B_AB_E}$ and $\lambda\simeq1-2\sqrt{B_A/B_E}$, so this depth approaches $\sqrt{B_E/B_A}$ layers.

To see what happens at another field, keep this profile. Only the field term changes, and its sum telescopes:
\begin{equation}
\begin{aligned}
2e_2&=(B-B_S)\sum_n\sigma_n\phi_n^2\\
&=(B-B_S)\phi_1^2(-1+\lambda^2-\lambda^2+\lambda^4-\cdots)\\
&=-(B-B_S)\phi_1^2 .
\end{aligned}
\label{slope}
\end{equation}
Above $B_S$ the energy falls, so $B_S$ is the threshold. A finite stack with an even number of layers divides into the same pairs, and its threshold is again $B_S$. That is why two layers sufficed.

\subsection{The bulk}

In an infinite stack each layer belongs to two bonds. Give half of its anisotropy and field energy to each. One bond, with the opposed moment written first, then carries the matrix
\begin{equation}
\frac12\begin{pmatrix}B_E+B_A-B&-B_E\\-B_E&B_E+B_A+B\end{pmatrix}.
\label{bulkbond}
\end{equation}
Apart from the factor $\frac12$, this is $P$ with $x$ replaced by $B_E$, that is, with $B_E$ replaced by $2B_E$. The threshold becomes
\begin{equation}
B_B=\sqrt{B_A(2B_E+B_A)} .
\label{BB}
\end{equation}
Below it every bond form is positive. At it, one amplitude on all opposed layers and $\rho=(B_E+B_A-B_B)/B_E$ times that amplitude on the others makes every bond form vanish. Since $B_B>B_A$, $\rho<1$. A further rise of $B$ lowers the energy by $\frac12(B-B_B)(1-\rho^2)$ per two layers, for unit amplitude on the opposed layers, so the threshold is sharp.

The ratio is
\begin{equation}
\frac{B_B}{B_S}=\sqrt{\frac{2B_E+B_A}{B_E+B_A}}
=\sqrt2\left[1-\frac{B_A}{4B_E}+O\!\left(\frac{B_A^2}{B_E^2}\right)\right].
\label{ratio}
\end{equation}
The factor $\sqrt2$ is thus the weak-anisotropy limit. It counts bonds: the surface pair has one bond for two whole moments, while the bulk has one bond for two half moments. For the same anisotropy, the effective coupling is twice as large in the bulk, and the weak-anisotropy threshold grows as its square root.

In the opposite limit, $B_A\gg B_E$, the thresholds tend to $B_A+B_E/2$ and $B_A+B_E$. Each opposed layer then turns almost alone, and the two fields differ by the missing bond. Their ratio tends to one.

The orientation of the outer moment matters. If it lies along the field, share the energies as in the bulk. The outer layer has only one bond, so a half share $\frac12(B_A+B)\phi_1^2$ is left over. It is positive, and the stack remains stable up to $B_B$. Above $B_B$, the bulk rotation in a long stretch far from the surface lowers the energy: its gain grows with the length of the stretch, while the cost of its ends does not. For an opposed outer moment the leftover is $\frac12(B_A-B)\phi_1^2$, negative for $B>B_A$, which permits the earlier instability.

\section{Second derivation: a surface spin wave}

Now let the moments move in three dimensions. Let $\mathbf m_n$ be the unit moment, with axis 1 along the field, axis 2 in the plane and axis 3 normal to it. For the moment, leave out the demagnetizing field of the film. Without damping, the Landau--Lifshitz equation is
\begin{equation}
\begin{aligned}
\dot{\mathbf m}_n&=-\gamma\,\mathbf m_n\times\mathbf B_n,\\
\mathbf B_n&=-x\!\sum_{\mathrm{nb}}\mathbf m_{\mathrm{nb}}
+(B_Am_{n1}+B)\hat{\mathbf e}_1 ,
\end{aligned}
\label{LL}
\end{equation}
where nb denotes the existing neighbours and $\gamma>0$. In the collinear state the axial field is
\begin{equation}
b_n=B+\sigma_n(B_A+c_n),\qquad c_1=x,\quad c_{n>1}=2x .
\end{equation}
Let $y_n,z_n$ be the small components along axes 2 and 3. The cross product gives
\begin{equation}
\begin{aligned}
\dot y_n&=-\gamma(b_nz_n-\sigma_nB_{n3}),\\
\dot z_n&=-\gamma(\sigma_nB_{n2}-b_ny_n).
\end{aligned}
\label{components}
\end{equation}
Put $\mu_n=y_n+iz_n$. The transverse exchange field is $B_{n2}+iB_{n3}=-x\sum_{\mathrm{nb}}\mu_{\mathrm{nb}}$. Adding $i$ times the second equation to the first gives
\begin{equation}
\dot\mu_n=i\gamma\left[b_n\mu_n+\sigma_nx\sum_{\mathrm{nb}}\mu_{\mathrm{nb}}\right].
\end{equation}
For $\mu_n\propto e^{i\gamma wt}$, multiply by $\sigma_n$ and write $q=B-w$. Then
\begin{equation}
(B_A+c_n+\sigma_nq)\mu_n+x\sum_{\mathrm{nb}}\mu_{\mathrm{nb}}=0 .
\label{waves}
\end{equation}

Seek a wave with amplitudes $a,c,\lambda a,\lambda c,\lambda^2a,\dots$ and $|\lambda|<1$. The first three layers require
\begin{align}
(B_A+x-q)a+xc&=0,\label{one}\\
(B_A+2x+q)c+x(1+\lambda)a&=0,\label{two}\\
(B_A+2x-q)\lambda a+x(1+\lambda)c&=0.\label{three}
\end{align}
All deeper layers repeat the last two equations times a power of $\lambda$. Subtract $\lambda$ times \eqref{one} from \eqref{three}. What remains is $x\lambda a+xc=0$, hence $c=-\lambda a$. Equation \eqref{one} then gives $B_A+x-q=\lambda x$. In \eqref{two}, the substitution gives $-\lambda(B_A+2x+q)+x(1+\lambda)=0$, or $\lambda(B_A+x+q)=x$. Eliminating $\lambda$,
\begin{equation}
(B_A+x-q)(B_A+x+q)=x^2
\quad\Longrightarrow\quad q=\pm B_S .
\end{equation}
The root $q=+B_S$ has $\lambda=x/(x+B_A+B_S)<1$. The other root has the reciprocal $\lambda$ and grows inward, so it is rejected. The surface wave has $w=B-B_S$. Below threshold its positive frequency is
\begin{equation}
\omega_S=\gamma(B_S-B).
\label{omega}
\end{equation}

In the bulk take wave number $k$ per layer and amplitudes $a$ on opposed and $c$ on aligned layers. The two neighbours contribute $2x\cos k=B_E\cos k$, and \eqref{waves} gives
\begin{equation}
q^2=(B_E+B_A)^2-B_E^2\cos^2k .
\end{equation}
The smallest positive $q$ is at $k=0$, where $q=B_B$. The lowest bulk frequency is therefore $\gamma(B_B-B)$ for $B<B_B$. Surface and bulk waves soften at the same two fields as before. If the outer moment lies along $B$, all $\sigma_n$ change sign. The decaying root is then $q=-B_S$ and $w=B+B_S$: the field stiffens that surface wave.

\section{What each derivation assumes}

Both derivations use rigid layers, bilinear coupling of neighbours, identical layers and a field along the easy axis. They differ in what they prove.

The energy argument needs no equation of motion. It covers every small in-plane profile at once and proves both stability below $B_S$ and a descent in energy above it. It gives no frequency. At linear order it uses only the curvature of the anisotropy energy, provided that this is equal at $\theta=0$ and $\theta=\pi$; a more complicated in-plane anisotropy enters $B_S$ through that curvature.

The spin-wave argument gives frequencies, but \eqref{omega} needs symmetry about the easy axis. A vanishing frequency is also not by itself a proof of growth. Equation \eqref{waves} still gives a real $w$ just above $B_S$, so without damping the surface moments continue to precess. The energy result supplies what is missing: the mode now has negative energy. Damping lowers the energy further, so the motion cannot return to the collinear state at zero energy.

A real film has a demagnetizing field $-\mu_0Mm_{n3}$ along its normal. Let $A$ be the matrix of the quadratic form \eqref{form}, and $S$ the diagonal matrix of the $\sigma_n$. With $y_n=\sigma_n\phi_n$, \eqref{components} becomes
\begin{equation}
\dot{\phi}=-\gamma A_zz,\qquad \dot z=\gamma A\phi,\qquad
A_z=SAS+\mu_0M .
\end{equation}
Thus $\ddot\phi=-\gamma^2A_zA\phi$, and the squared frequencies are $\gamma^2$ times the eigenvalues of $A_z^{1/2}AA_z^{1/2}$. Near threshold $A_z$ is positive because of $\mu_0M$, so this matrix loses positivity together with $A$. Demagnetization changes the frequency but leaves $B_S$ unchanged. Above $B_S$ a squared frequency becomes negative, and growth occurs even without damping.

\section{Loss of stability and equal energy}

A state can be locally stable and yet not have the lowest energy. To bound the field at which a canted state first matches the collinear energy, return to the full pair energy \eqref{pairenergy}. Put $u=\cos\frac{\theta_1+\theta_2}{2}$, $v=\cos\frac{\theta_1-\theta_2}{2}$ and $p=uv$. Then
\begin{equation}
\begin{aligned}
\cos(\theta_1-\theta_2)&=2v^2-1,\\
\cos\theta_1+\cos\theta_2&=2p,\\
\cos\theta_1\cos\theta_2&=u^2+v^2-1 .
\end{aligned}
\end{equation}
Hence $\cos^2\theta_1+\cos^2\theta_2=4p^2-2u^2-2v^2+2$. Relative to the collinear energy $-x-B_A$,
\begin{equation}
\Delta e=(B_E+B_A)v^2+B_Au^2-2B_Ap^2-2Bp .
\end{equation}
Negative $p$ only raises this, so take $p\ge0$. At fixed $p$, the first two terms are at least $2pB_S$, with equality at $u^2=p/p_*$, where $p_*=\sqrt{B_A/(B_E+B_A)}$. This is allowed for $p\le p_*$. There the minimum, $2p(B_S-B)-2B_Ap^2$, is concave in $p$, so its least value is at $p=0$ or $p=p_*$. For $p\ge p_*$ the best choice is $u=1$, $v=p$. If $B_E>B_A$, then
\begin{equation}
\begin{aligned}
\Delta e&=(B_E-B_A)p^2-2Bp+B_A\\
&\ge B_A-\frac{B^2}{B_E-B_A}.
\end{aligned}
\end{equation}
Thus no pair state beats the collinear one for $B<B_P$, where
\begin{equation}
B_P=\sqrt{B_A(B_E-B_A)} .
\end{equation}
For $B_A<B_E/2$ the bound is reached at $B_P$ by a flopped pair, $\theta_1=-\theta_2$.

In the stack, the bonds between pairs are already at their lowest energy in the collinear state. Below $B_P$ no state of a semi-infinite or even-numbered stack therefore has less energy. This fails for an odd number of layers with opposed outer moments, where reversing every moment lowers the energy at any $B>0$. In a stack with an even number of layers, the state with every moment reversed has the same energy. The surface's equal-energy field lies between $B_P$ and $B_S$, and the two bounds merge for weak anisotropy. In the bulk, replacing $B_E$ by $2B_E$ gives $\sqrt{B_A(2B_E-B_A)}$ for $B_A<B_E$; the uniform flopped state reaches it on all bonds together. The weak-anisotropy ratio of the equal-energy fields is therefore also $\sqrt2$.

\section{A stack in the Fe/Cr regime}

Take rough typical values for an Fe/Cr superlattice grown with a strong uniaxial in-plane anisotropy: 4.0 nm Fe, 1.1 nm Cr, $M=1700$ kA/m, $J=0.70$ mJ/m$^2$ and $K=40$ kJ/m$^3$. Then
\begin{align}
B_E&=\frac{2(0.70\times10^{-3})}{(1.7\times10^6)(4.0\times10^{-9})}\,\mathrm T
=205.9\ \mathrm{mT},\\
B_A&=\frac{2(4.0\times10^4)}{1.7\times10^6}\,\mathrm T=47.1\ \mathrm{mT},\\
B_S&=\sqrt{47.06\times252.94}\ \mathrm{mT}=109.1\ \mathrm{mT},\\
B_B&=\sqrt{47.06\times458.82}\ \mathrm{mT}=146.9\ \mathrm{mT}.
\end{align}
These fields correspond to $H=86.8$ and $116.9$ kA/m. Their ratio is 1.347, about 5\% below $\sqrt2$, because $B_A/B_E=0.23$ is not very small. Matrix calculations give ratios of 1.382, 1.411 and 1.414 for $B_A/B_E=0.1$, 0.01 and 0.001.

The soft mode has $\lambda=102.94/(102.94+47.06+109.10)=0.397$. Its amplitude decays over 2.2 layers, or 11 nm. With $g=2$, the surface wave at zero field has a frequency of 3.05 GHz without demagnetization. With $\mu_0M=2.14$ T, the lowest mode of a 20-layer stack at zero field lies at 9.73 GHz. This is just below the bulk band edge of 9.78 GHz, and the mode extends through much of the stack. At $0.9B_S$ the lowest mode has fallen to 3.76 GHz and is concentrated in the first three layers, at the end where the outer moment opposes the field.

The nonlinear state was followed by gradient relaxation of 20 layers, started from the soft mode with an outer rotation of 0.01 rad. At $0.98B_S$ the stack returned to the collinear state. At $1.02B_S$ the outer moment turned from $180^\circ$ to $10^\circ$ from the field, and the strongly canted region settled around layers 5 and 6, at $53^\circ$ and $60^\circ$. The instability begins at the surface, but the resulting state is not confined to the outer layer. It is a weakly pinned local minimum; with the canted region nearer the middle of the stack the energy is slightly lower, by about 0.04 mT out of 38.5 mT.

When the field was lowered in steps of 1\% of $B_S$, the relaxed state still had less energy than the collinear one at 93.8 mT. The equal-energy field of this stack thus lies between $B_P=86.5$ mT and 93.8 mT, well below $B_S$. Between it and $B_S$ the collinear state is metastable, and a large enough disturbance can start the flop early.

For real superlattices the magnetization is that of iron, while $J$ varies strongly with spacer thickness and $K$ with growth. This $K$ is large for a soft magnetic film; weaker anisotropy brings the ratio closer to $\sqrt2$. Real interfaces also break the assumptions of bilinear coupling and identical layers. A biquadratic energy $J_2\cos^2(\theta_n-\theta_{n+1})$ changes the bond curvature from $J$ to $J-2J_2$; an assumed $J_2=0.05J$ lowers $B_S$ by 4.2\%. A magnetically dead skin of 0.2 nm on the outer Fe layer raises it by 3.0\%, because the loss of opposing moment outweighs the loss of anisotropy. Twist within the Fe layers, with a rough exchange stiffness of 20 pJ/m, lowers it by 1.8\% in a 12-layer stack. These shifts are relative to 109.1 mT, with the other inputs fixed.

Misalignment and temperature disturb the collinear state before $B_S$ is reached. At $0.9B_S$, a field tilted by $1^\circ$ already turns the outer moment by $8.6^\circ$ in linear response. With this tilt the nearly collinear state of 20 layers still ends abruptly, but at about $0.94B_S$, a larger shift than any of those above. At the same field and 300 K, the thermal rms angle of the outer layer is $4.3^\circ$ if each layer rotates rigidly over a square 100 nm wide. The lateral demagnetizing scale $\mu_0Mt/W$ of a film of width $W=5$ mm is only 0.002 mT. The numerical output below gives the remaining values.

\section*{Table of computed values}
\begin{verbatim}
Magnetization M = 1700 kA/m
Fe thickness = 4.0 nm, Cr thickness = 1.1 nm
Coupling J = 0.70 mJ/m^2, anisotropy K = 40 kJ/m^3
Exchange field B_E = 205.88 mT
Anisotropy field B_A = 47.06 mT, B_A/B_E = 0.2286
Surface threshold, formula = 109.101 mT
Surface threshold, 60-layer matrix = 109.101 mT
Bulk threshold, formula = 146.941 mT
Bulk threshold, ring matrix = 146.941 mT
Surface threshold as H = 86.82 kA/m
Bulk threshold as H = 116.93 kA/m
Ratio bulk/surface = 1.3468, sqrt(2) = 1.4142
Threshold, outer moment along field = 146.950 mT
B_A/B_E = 1.000: matrix ratio bulk/surface = 1.22474
B_A/B_E = 0.100: matrix ratio bulk/surface = 1.38170
B_A/B_E = 0.010: matrix ratio bulk/surface = 1.41071
B_A/B_E = 0.001: matrix ratio bulk/surface = 1.41386
Soft-mode factor lambda = 0.3973 per two layers
Soft-mode amplitudes, layers 1-6 = 1.0000 0.3973 0.3973 0.1578 0.1578 0.0627
Amplitude decay length = 2.17 layers = 11.1 nm
Thin-film demagnetizing field mu0 M = 2.136 T
Surface mode at B=0, no demagnetization = 3.054 GHz
Surface mode at B=0, with demagnetization = 9.735 GHz
Same at 0.9 B_S = 3.764 GHz
Same at (1-1e-6) B_S = 0.0120 GHz
Equal-energy field of an isolated pair = 86.45 mT
Equal-energy field of the bulk = 131.01 mT
Relaxed angles from field at 1.02 B_S, 20 layers (degrees):
  layers 1-10: 10.4 153.7 25.0 117.4 53.2 59.5 108.4 28.8 149.2 12.3
  layers 11-20: 167.4 5.0 174.9 2.0 177.9 0.8 179.2 0.3 179.7 0.1
Energy relative to collinear, per M t = -38.476 mT
Lowest field in downward sweep (1% steps) with flopped state favoured = 93.83 mT
Exchange stiffness of Fe (rough) = 20 pJ/m
B_S with twist inside layers = 107.11 mT (-1.83 %)
B_S with biquadratic coupling 0.05 J = 104.57 mT (-4.16 %)
B_S with 0.2 nm dead outer skin = 112.35 mT (+2.97 %)
Outer-layer turn at 0.9 B_S for 1 degree misalignment = 8.62 degrees
Thermal rms angle at 0.9 B_S, 300 K, 100 nm square = 4.32 degrees
Lateral demagnetizing scale, 5 mm film = 0.0017 mT
\end{verbatim}
